# Bloch–Grüneisen crossover of a degenerate oxide: an estimate

## Problem

A transparent conducting oxide holds $n=10^{20}\ \mathrm{cm^{-3}}$ conduction electrons in one isotropic parabolic valley. The other data are round, rough values in the range of doped indium oxide:

- band mass $m=0.3\,m_e$;
- longitudinal and transverse sound speeds $v_L=6000$ m/s and $v_T=3300$ m/s;
- atom density $n_{at}=7.5\times10^{22}\ \mathrm{cm^{-3}}$ and mass density $\rho=7.0\ \mathrm{g/cm^3}$;
- deformation potential $D=5$ eV.

(a) What is the largest acoustic-phonon wavevector that an electron at the Fermi surface can absorb, and what temperature corresponds to that phonon's energy?

(b) How does this temperature compare with the Debye temperature, and how does it change with electron density?

(c) How does the acoustic scattering rate depend on temperature, and where does the linear law give way to the $T^5$ law?

(d) Would the crossover be visible in the resistivity of a film with mobility $40\ \mathrm{cm^2/Vs}$?

## Solution

### (a) The phonon cutoff

A Fermi sphere with two spin states per wavevector contains

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

Since $10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$, this gives $k_F=(2.961)^{1/3}\ \mathrm{nm^{-1}}=1.436\ \mathrm{nm^{-1}}$. The mass does not enter.

Let an electron of wavevector $\mathbf k$ absorb a phonon $\mathbf q$ of energy $\hbar v_Lq$, with angle $\alpha$ between the two vectors. Energy conservation reads

$$\frac{\hbar^2}{2m}\left(2kq\cos\alpha+q^2\right)=\hbar v_Lq
\quad\Rightarrow\quad q=\frac{2mv_L}{\hbar}-2k\cos\alpha .$$

The largest $q$ belongs to backscattering, $\cos\alpha=-1$. At $k=k_F$ it is $q_{max}=2k_F+2mv_L/\hbar$. Relative to $2k_F$ the second term is $mv_L/(\hbar k_F)=v_L/v_F=0.011$, so I drop it. The cutoff is $2k_F=2.872\ \mathrm{nm^{-1}}$, a phonon wavelength of 2.2 nm.

The Bloch–Grüneisen temperature is defined by the energy of this phonon:

$$k_BT_{BG}=2\hbar v_Lk_F .$$

With $\hbar=6.582\times10^{-13}$ meV s and $v_L=6.0\times10^{12}$ nm/s the energy is 11.34 meV. Division by $k_B=0.08617$ meV/K gives

$$T_{BG}\approx 132\ \mathrm K .$$

Longitudinal waves are used because a deformation potential in an isotropic valley responds to the local volume change, which transverse waves lack. The transverse speed would give 72 K. The scale is therefore near 100 K whichever branch is chosen.

The electrons are degenerate at this temperature: $E_F=0.262$ eV, so $k_BT_{BG}/E_F=0.043$.

### (b) Comparison with the Debye temperature

In a volume $V$, the number of acoustic modes below frequency $\omega$ is

$$\frac{V\omega^3}{6\pi^2}\left(\frac1{v_L^3}+\frac2{v_T^3}\right)\equiv\frac{V\omega^3}{2\pi^2v_D^3},\qquad \frac3{v_D^3}=\frac1{v_L^3}+\frac2{v_T^3}.$$

Setting it equal to $3n_{at}V$ gives $\omega_D=v_Dq_D$ with $q_D=(6\pi^2n_{at})^{1/3}$. Here $v_D=3678$ m/s and $q_D=16.4\ \mathrm{nm^{-1}}$, so $\Theta_D=\hbar v_Dq_D/k_B=462$ K.

The ratio of the two scales is

$$\frac{T_{BG}}{\Theta_D}=\frac{v_L}{v_D}\,\frac{2k_F}{q_D}
=\frac{v_L}{v_D}\left(\frac{8\cdot3\pi^2n}{6\pi^2n_{at}}\right)^{1/3}
=\frac{v_L}{v_D}\left(\frac{4n}{n_{at}}\right)^{1/3}.$$

Numerically it is $1.631\times0.175=0.285$. The small factor is the wavevector ratio: there is one electron per 750 atoms, and the cube root turns this into $2k_F\approx q_D/6$. The speed ratio works the other way. The two wavevectors would meet at $n=n_{at}/4\approx1.9\times10^{22}\ \mathrm{cm^{-3}}$, a metallic density. Above it the cutoff $2k_F$ no longer lies inside the Debye sphere, and the present definition loses its meaning.

In a crystal with many atoms per cell the acoustic branches end sooner. Indium oxide has 40 atoms in its primitive cell. A sphere with the volume of its Brillouin zone has radius $(6\pi^2n_{at}/40)^{1/3}=4.8\ \mathrm{nm^{-1}}$, which $2k_F$ reaches already at $n\approx4.7\times10^{20}\ \mathrm{cm^{-3}}$. For this material the last row of the table below is therefore only an extrapolation of the linear dispersion.

The table holds the sound speeds and atom density fixed. Its last column is the temperature $T_\times=0.212\,T_{BG}$, derived in part (c).

| $n$ (cm$^{-3}$) | $T_{BG}$ (K) | $T_{BG}/\Theta_D$ | $T_\times$ (K) |
|---|---:|---:|---:|
| $10^{19}$ | 61 | 0.13 | 13 |
| $10^{20}$ | 132 | 0.28 | 28 |
| $10^{21}$ | 284 | 0.61 | 60 |

A hundredfold change of density moves the scale by a factor of $100^{1/3}=4.6$. At $10^{21}\ \mathrm{cm^{-3}}$ it is no longer far below $\Theta_D$.

### (c) The scattering rate and its crossover

**Momentum balance.** Assume that the electrons drift rigidly with a small velocity $\mathbf u$ along $x$ and that the phonons stay in equilibrium. The occupation is then the Fermi function $f$ with $E$ replaced by $E-\hbar\mathbf k\cdot\mathbf u$. For one spin, the drift momentum of $N/2$ electrons is $P=mNu/2$.

Consider absorption $\mathbf k\to\mathbf k+\mathbf q$ and the reverse emission. In equilibrium both have the same rate $R$. In the drifting gas the ratio of reverse to forward rate is $\exp(\hbar\mathbf q\cdot\mathbf u/k_BT)$, because the energy terms cancel and the drift terms remain. To first order in $u$ the net forward rate is $-R\,\hbar q_xu/k_BT$. Each net event adds momentum $\hbar q_x$, so

$$\frac{dP}{dt}=-\frac{\hbar^2u}{k_BT}\sum_{\mathbf k,\mathbf q}R\,q_x^2,
\qquad
\frac1\tau=-\frac1P\frac{dP}{dt}=\frac{2\hbar^2}{mNk_BT}\sum_{\mathbf k,\mathbf q}R\,\frac{q^2}{3}.$$

Isotropy has replaced $q_x^2$ by $q^2/3$.

**The equilibrium rate.** The band edge shifts by $D$ times the volume strain. A phonon has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$, and the strain brings a factor $q$. With $\omega=v_Lq$,

$$|M|^2=\frac{D^2\hbar q}{2\rho v_LV},\qquad
R=\frac{2\pi}{\hbar}|M|^2N_q\,f(E)[1-f(E+\hbar\omega)]\,\delta(E_{\mathbf k+\mathbf q}-E-\hbar\omega),$$

where $N_q=1/(e^x-1)$ and $x=\hbar\omega/k_BT$.

**Sum over electrons.** At fixed $\mathbf q$, the delta function fixes $\cos\alpha$. Its argument has slope $\hbar^2kq/m$ in $\cos\alpha$, which gives a factor $m/(\hbar^2kq)$. With $k\,dk=m\,dE/\hbar^2$,

$$\sum_{\mathbf k}f(1-f')\,\delta
=\frac{V}{4\pi^2}\int k^2dk\,\frac{m}{\hbar^2kq}f(1-f')
=\frac{Vm^2}{4\pi^2\hbar^4q}\int dE\,f(1-f'),$$

where $f'=f(E+\hbar\omega)$. For a degenerate gas this holds for $q<2k_F$, and larger $q$ are cut off.

Writing out the Fermi functions gives $f(1-f')=(f-f')/(1-e^{-x})$. The area between two Fermi steps displaced by $\hbar\omega$ is $\hbar\omega$, so the energy integral equals $\hbar\omega/(1-e^{-x})$.

**Assembly.** The sum over $\mathbf q$ becomes $V\int q^2dq/(2\pi^2)$. The numerical factors are

$$2\cdot\frac1{2\pi^2}\cdot\frac13\cdot\pi\cdot\frac1{4\pi^2}=\frac1{12\pi^3},$$

and the powers of $q$ combine to $q^2q^2q/q=q^4$. Hence

$$\frac1\tau=\frac{D^2m}{12\pi^3\hbar^2\rho v_Ln}\int_0^{2k_F}\frac{q^4\,x\,dq}{(e^x-1)(1-e^{-x})}.$$

Now insert $n=k_F^3/3\pi^2$ and $q=2k_Ftx$, where $t=T/T_{BG}$. Then $q^4dq=32k_F^5t^5x^4dx$, and

$$\frac1\tau=\frac{8D^2mk_F^2}{\pi\hbar^2\rho v_L}\,S(t),\qquad
S(t)=t^5\int_0^{1/t}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.$$

As a test of the degenerate-gas steps, the golden-rule rate was also integrated over initial energy and scattering angle with finite-temperature Fermi functions. At 10, 30, 130 and 300 K it differs from this formula by less than 1.6 %, relative to the formula. Both calculations use the rigid drift, so this comparison does not test that assumption. Rigid drift gives an upper bound on a resistivity due to phonons alone. If the drift is allowed to depend on electron energy, that resistivity comes out lower by about 15 % at 10 K, 20 % at 30 K, 4 % at 60 K and less than 1 % at 130 and 300 K. The rates and exponents quoted near the crossover are therefore those of the rigid-drift formula. When impurity scattering dominates, as in part (d), the impurities fix the shape of the distribution, and in a degenerate gas that shape is close to a rigid drift.

**High temperature.** For small $x$ the denominator is $e^x+e^{-x}-2=x^2(1+x^2/12+\dots)$. The integrand is then $x^3-x^5/12$, and

$$S\simeq t^5\left(\frac1{4t^4}-\frac1{72t^6}\right)=\frac t4\left(1-\frac1{18t^2}\right).$$

The linear law expresses the classical phonon number, proportional to $T$. At $T_{BG}$ the full integral lies 5 % below the linear law. Thus $T_{BG}$ marks the first visible departure from linearity.

**Low temperature.** The upper limit goes to infinity. Since $1/[(e^x-1)(1-e^{-x})]=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives

$$S\simeq t^5\cdot5\int_0^\infty\frac{x^4dx}{e^x-1}=5\cdot4!\,\zeta(5)\,t^5=124.4\,t^5 .$$

The phonons that matter now have small $q$, and each turns the electron through a small angle.

**Crossover.** The asymptotes meet where $t/4=120\zeta(5)t^5$:

$$t_\times=[480\,\zeta(5)]^{-1/4}=0.212,\qquad T_\times=0.212\times131.6\ \mathrm K\approx28\ \mathrm K .$$

The factor of five below $T_{BG}$ has a simple origin. For large $x$ the integrand is close to $x^5e^{-x}$, which peaks at $x=5$. The $T^5$ law needs this peak well inside the range $x<1/t$. At $t=0.2$ the peak only just enters the range, and the law is not yet reached. The rate comes within about 7 % of it at $t=0.1$, or 13 K.

For the numerical rate, the prefactor is $1.97\times10^{12}\ \mathrm{s^{-1}}$. At 300 K, $t=2.28$ and $S=0.570\times0.989=0.564$, so $1/\tau=1.11\times10^{12}\ \mathrm{s^{-1}}$. The acoustic mobility $e\tau/m$ would be about $5300\ \mathrm{cm^2/Vs}$. In this degenerate-gas formula the local exponent $d\ln\tau^{-1}/d\ln T$ is 1.02 at 300 K (thermal broadening of the Fermi edge raises it to 1.05 with the rigid drift, or to 1.04 if electrons of each energy relax at their own rate), 1.19 at 100 K, 2.56 at 30 K and 4.92 at 10 K. The change of law is spread over a decade of temperature.

**Screening.** The electrons screen the deformation potential. In the static Thomas–Fermi approximation $|M|^2$ is multiplied by $[q^2/(q^2+q_s^2)]^2$, with

$$q_s^2=\frac{e^2}{\epsilon_0\epsilon}\frac{dn}{d\mu}=\frac{e^2}{\epsilon_0\epsilon}\frac{mk_F}{\pi^2\hbar^2}.$$

For a static dielectric constant $\epsilon=9$, $q_s=1.07\ \mathrm{nm^{-1}}$. The rate falls to 0.61 of its unscreened value at 30 K and to 0.65 at 300 K. The Thomas–Fermi form screens too strongly at $q$ near $2k_F$; the static Lindhard function gives about 0.67 and 0.72 instead. The temperature at which the rate lies 5 % below its own linear law moves only from 136 to 141 K, since the cutoff $2k_F$ is unchanged. When the thermal phonons satisfy $q\ll q_s$, the extra factor $q^4$ turns $T^5$ into $T^9$. At 10 K the phonons with $x=5$ have $q\approx1.1\ \mathrm{nm^{-1}}\approx q_s$, so that limit lies well below 10 K. On the way there the screened exponent rises steadily, from 2.7 at 30 K through 5.0 at 15 K and 6.2 at 10 K to 8.8 at 1 K. With this screening there is no separate $T^5$ range; the $T^5$ law belongs to the unscreened coupling.

### (d) Visibility in a film

**Impurities.** Take one singly charged donor per electron, with the screened potential $v_0/(q^2+q_s^2)$ and $v_0=e^2/\epsilon_0\epsilon$. In the Born approximation, with $c$ the cosine of the scattering angle and $q^2=2k_F^2(1-c)$,

$$\frac1{\tau_i}=\frac{2\pi}\hbar\,n\,\frac{mk_F}{2\pi^2\hbar^2}\int_{-1}^1\frac{dc}{2}\,\frac{(1-c)\,v_0^2}{(q^2+q_s^2)^2}.$$

Substituting $w=q^2$ gives

$$\frac1{\tau_i}=\frac{nmv_0^2}{8\pi\hbar^3k_F^3}\left[\ln(1+b)-\frac b{1+b}\right],\qquad b=\frac{4k_F^2}{q_s^2}.$$

The resulting mobility is about $150\ \mathrm{cm^2/Vs}$, far below the acoustic one. The assumed film value of $40\ \mathrm{cm^2/Vs}$ is lower still, so it implies further scattering or a failure of the Born estimate.

The film resistivity is $1/(ne\mu)=1560\ \mathrm{\mu\Omega\,cm}$. The unscreened acoustic part at $T_{BG}$ is $m/(ne^2\tau)=5.0\ \mathrm{\mu\Omega\,cm}$, or 0.3 % of the total. The crossover would not show in the raw resistivity. It would have to be sought in a small temperature-dependent remainder.

**Thermal broadening.** Part of this remainder comes from the impurities themselves, because the Fermi edge broadens with temperature. If $\tau_i\propto E^r$ near $E_F$, the conductivity is proportional to $\int E^{3/2+r}(-df/dE)\,dE$. The Sommerfeld expansion at fixed density then gives the relative change of the impurity resistivity,

$$\frac{\Delta\rho_i}{\rho_i}\simeq-\frac{\pi^2}{6}\,r\left(r+\frac32\right)\left(\frac{k_BT}{E_F}\right)^2 .$$

For short-range scatterers, $r=-1/2$, this is about $+0.15\,\%$ at $T_{BG}$. For the screened Coulomb potential above, the local exponent is $r\approx0.87$ and the formula gives about $-0.6\,\%$. This $\tau_i$ is not a pure power law: its full energy dependence gives $-0.7\,\%$ at fixed $q_s$, and $-0.6\,\%$ when $q_s$ follows the temperature. Either change is comparable to the acoustic part, and its sign depends on the scatterers.

**Optical phonons.** These also contribute to the remainder. For a polar mode of energy $\hbar\omega_0=50$ meV and a high-frequency dielectric constant $\epsilon_\infty=4$, the same momentum balance was evaluated with

$$|M|^2=\frac{e^2\hbar\omega_0}{2\epsilon_0Vq^2}\left(\frac1{\epsilon_\infty}-\frac1\epsilon\right)\left(\frac{q^2}{q^2+q_\infty^2}\right)^2,$$

where $q_\infty$ is $q_s$ with $\epsilon_\infty$ in place of $\epsilon$. Static screening is a fair first estimate here because the plasmon energy, 339 meV, is well above 50 meV. This screened polar rate equals the unscreened acoustic rate at 91 K and is 3.3 times larger at $T_{BG}$. The mode energy is held at 50 meV here. In fact the electrons also screen the field that raises the longitudinal mode above the transverse one. With static screening this lowers the mode to 42–47 meV for $q$ between $k_F$ and $2k_F$, and the two rates become equal at about 76 K instead. Screening the acoustic coupling as well lowers this to about 70 K. In all three cases, with $D=5$ eV and a single 50 meV mode, optical phonons outweigh the acoustic ones throughout the linear acoustic regime. The mode energy is an assumption, and a real oxide has several polar modes. At the same dielectric constants and with both couplings screened, the crossing moves from about 47 K for a 35 meV mode to about 107 K for a 75 meV mode. With a fixed 75 meV mode and unscreened acoustic coupling it lies at about 138 K, just above $T_{BG}$. For the 50 meV mode, optical phonons matter less in the steeper part below roughly 70 K, but there the $T^2$ change of the impurity resistivity must still be separated from the acoustic part.

**Real films.** Doped indium oxide films commonly have densities of $10^{20}$ to $10^{21}\ \mathrm{cm^{-3}}$ and mobilities of some tens of $\mathrm{cm^2/Vs}$, as rough figures. The example lies at the lower end in density. The value of $D$ is uncertain. It changes the acoustic rate as $D^2$. With both couplings screened and the optical mode lowered as above, the temperature at which the polar and acoustic rates are equal goes from about 55 K for $D=2.5$ eV to about 100 K for $D=10$ eV. With the larger value the polar rate at $T_{BG}$ is only about twice the acoustic one. The crossover temperatures of the acoustic rate itself do not depend on $D$. Such a film also strains the assumption of sharp electron wavevectors. At $40\ \mathrm{cm^2/Vs}$ the mean free path is $l=3.8$ nm and $k_Fl=5.4$, so the cutoff is blurred by about $1/(2k_Fl)=9\,\%$. The tails of the blurred cutoff reach further and can shift the first departure from linearity by more than this. A phonon with $x=1$ has $ql=1$ at 12 K, and one with $x=5$, typical of those that carry the $T^5$ law, has $ql=1$ at 2.4 K. The golden-rule rate, and with it the $T^5$ law, becomes doubtful as the temperature falls through this range and cannot be trusted below it. Quantum interference of electrons scattered by disorder, left out here, also gives a temperature-dependent resistivity at low temperature and may mask so small an acoustic part. In an amorphous film, phonons of 2.2 nm wavelength may themselves be poorly defined, an effect not estimated here.

Smaller corrections leave the scale in place. At fixed density, a mass 1.2 times larger along one axis than along the other two spreads $T_{BG}$ from 128 to 140 K. A sine-shaped phonon dispersion ending at $q_D$ would lower the phonon energy at $2k_F$ by about 1 %. With the 40-atom cell of indium oxide the acoustic branches end near $4.8\ \mathrm{nm^{-1}}$, and a sine ending there lowers the energy by about 14 %, which would bring $T_{BG}$ to about 113 K. The numerical output below lists the main values.

## Numbers as computed

```
electron density n = 1.00e+20 cm^-3; mass = 0.30 m_e
sound speeds v_L, v_T = 6000, 3300 m/s
atom density = 7.50e+22 cm^-3; mass density = 7.0 g/cm^3
deformation potential = 5.0 eV
dielectric constants static, high-frequency = 9, 4
Fermi wavevector k_F = 1.436 nm^-1; 2k_F = 2.872 nm^-1
phonon wavelength at q = 2k_F: 2.19 nm
phonon energy at q = 2k_F: 11.34 meV
T_BG longitudinal = 131.6 K
same scale with transverse speed = 72.4 K
Debye mean speed = 3678 m/s; Debye wavevector = 16.44 nm^-1
Debye temperature = 462 K; T_BG/Theta_D = 0.285
wavevector ratio 2k_F/q_D = 0.175; speed ratio v_L/v_D = 1.631
density where 2k_F = q_D: 1.87e+22 cm^-3
T_BG at n = 1e+19 cm^-3: 61.1 K
T_BG at n = 1e+20 cm^-3: 131.6 K
T_BG at n = 1e+21 cm^-3: 283.6 K
low-T integral 120 zeta(5) = 124.431
asymptotes cross at t = 0.2117, T = 27.9 K
local exponent at that crossing = 2.74
rate/linear law at T = T_BG: 0.9465
linear law 5% too high at T = 136.4 K
local exponent equals 3 at T = 25.1 K
T = 10 K: acoustic rate 6.153e+08 s^-1, mobility 9.528e+06 cm2/Vs, exponent 4.92
T = 30 K: acoustic rate 4.523e+10 s^-1, mobility 1.296e+05 cm2/Vs, exponent 2.56
T = 100 K: acoustic rate 3.406e+11 s^-1, mobility 1.721e+04 cm2/Vs, exponent 1.19
T = 300 K: acoustic rate 1.111e+12 s^-1, mobility 5.275e+03 cm2/Vs, exponent 1.02
largest deviation of golden-rule sum = 1.53 %
Fermi energy = 0.262 eV; Fermi temperature = 3039 K
kT/E_F at T_BG = 0.0433; at 300 K = 0.0987
Fermi speed = 5.541e+05 m/s; v_L/v_F = 0.0108
screening wavevector (static) = 1.073 nm^-1
screened/unscreened acoustic rate at 30 K = 0.608
screened/unscreened acoustic rate at 300 K = 0.652
screened: linear law 5% too high at 140.8 K
screened: local exponent equals 3 at 27.0 K
optical phonon = 50 meV; plasmon = 339 meV
screened polar rate = unscreened acoustic rate at 91 K
polar/acoustic rate at T_BG = 3.33
polar/acoustic rate at 300 K = 9.70
ionized-impurity mobility = 148 cm2/Vs
assumed film mobility = 40 cm2/Vs
film resistivity = 1560 microohm cm
acoustic resistivity at T_BG = 4.97 microohm cm
acoustic share at T_BG = 0.32 %
film mean free path = 3.78 nm; k_F*l = 5.43
temperature where thermal phonon q*l = 1: 12.1 K
assumed mass ratio = 1.2; T_BG span along axes = 127.7 to 139.9 K
sine-dispersion lowering of phonon energy at 2k_F = 1.25 %
```
